# Donor sheet density for a delta-doped gallium arsenide contact

A metal deposited on n-type gallium arsenide leaves a barrier for electrons. At the interface the conduction edge lies a height $\phi$ above the Fermi level, and donors in the semiconductor bend it down with depth. At ordinary doping the bend takes tens of nanometres or more, too thick for easy tunnelling. If many donors are placed in one thin plane close to the metal, the edge falls steeply and can reach the Fermi level within a few nanometres. How many donors per unit area must a plane at depth $d$ hold for the edge to touch the Fermi level there?

## The model and the result

Let $x$ be the distance from the metal and let

$$u(x)=E_c(x)-E_F ,\qquad u(0)=\phi ,\qquad u(d)=0 .$$

The last equation is the design condition. The contact is planar and at zero bias, so $E_F$ is constant. Besides the sheet, of density $N_s$, there is a uniform donor density $N_D$, both in the cap $0<x<d$ and beyond the sheet. All donors are ionised, and $n$ is the electron density.

Energies are in eV and lengths in nm. With permittivity $\varepsilon$ and elementary charge $q$, define $K=\varepsilon/q^2$, in 1/(eV nm). The electrostatic potential is $-u/q$ plus a constant, and the charge density is $q$ times the net positive number density. The two minus signs in Poisson's equation cancel:

$$K u''=N_D-n+N_s\,\delta(x-d). \tag{1}$$

Positive charge therefore bends the edge upward, in the sense of positive curvature.

The electrons form a local Fermi-Dirac gas in a parabolic band:

$$n(u)=N_c F_{1/2}(-u/kT),\qquad F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{t^j\,dt}{1+e^{t-\eta}} ,$$

where $N_c$ is the effective density of states. Deep in the semiconductor the edge is flat at $u_b$, fixed by neutrality, $n(u_b)=N_D$. Degenerate doping gives $u_b<0$.

Define also

$$P(u)=N_c kT\,F_{3/2}(-u/kT).$$

Inside $F_{3/2}$, the derivative of the occupation with respect to $\eta$ is minus its derivative with respect to $t$. Integration by parts then gives $F_{3/2}'=F_{1/2}$, so

$$\frac{dP}{du}=-n(u). \tag{2}$$

The result to be derived is

$$N_s=\frac{K\phi}{d}-\frac{N_D d}{2}+K u'(d^+)+S,\qquad S=\frac1d\int_0^d x\,n\,dx, \tag{3}$$

$$\frac{K}{2}\,u'(d^+)^2=P(0)-P(u_b)-N_D u_b, \tag{4}$$

where $u'(d^+)$ has the sign of $u_b$.

## First derivation: integrating Poisson's equation

Integrate (1) over a vanishing interval around $d$. The smooth densities contribute nothing, and the delta function contributes $N_s$:

$$K\left[u'(d^+)-u'(d^-)\right]=N_s. \tag{5}$$

The two slopes are needed.

**The cap side.** Multiply (1) by $x$ and integrate from 0 to $d^-$. The factor $x$ removes the unknown slope at the metal. By parts,

$$K\int_0^{d^-}x u''\,dx=K\left[d\,u'(d^-)-u(d)+u(0)\right]=K\left[d\,u'(d^-)+\phi\right].$$

The right side of (1) gives

$$\int_0^d x(N_D-n)\,dx=\frac{N_D d^2}{2}-S d .$$

Equating the two and dividing by $d$,

$$K u'(d^-)=-\frac{K\phi}{d}+\frac{N_D d}{2}-S. \tag{6}$$

Substitution in (5) gives (3).

**The far side.** Multiply (1) by $u'$ and integrate from $d^+$ into the neutral bulk, where $u'=0$:

$$-\frac K2 u'(d^+)^2=\int_0^{u_b}\left[N_D-n(u)\right]du=N_D u_b+P(u_b)-P(0).$$

The last step uses (2). A change of sign gives (4).

To find the sign of the slope, start the same integral at any later point, where the edge has the value $u$:

$$\frac K2 u'^2=\int_u^{u_b}\left[n(v)-N_D\right]dv .$$

Since $n$ falls as $v$ rises and equals $N_D$ at $u_b$, the right side is positive for every $u\neq u_b$. The slope cannot vanish before the bulk value is reached, so the edge moves monotonically from 0 to $u_b$, and the slope has the sign of $u_b$.

**The spill term.** $S$ counts electrons that leak from the sheet plane into the cap. When the cap is steep they lie close to $x=d$, where $x/d\approx1$ and $u\approx s(d-x)$ with $s=-u'(d^-)$. Then

$$S\approx\frac1s\int_0^\infty n(u)\,du=\frac{P(0)}{s},\qquad s\approx\frac{\phi}{d}-\frac{N_D d}{2K}. \tag{7}$$

The integral follows from (2), because $P$ vanishes at large $u$. The upper limit may be taken to infinity when $\phi\gg kT$.

## Second derivation: capacitors and a balance of forces

The same result follows from adding up charged layers and balancing forces, without integrating the differential equation for $u$.

**Adding up layers.** Take a layer of $\sigma$ positive charges per unit area at depth $x'$. The metal supplies the opposite charge, so the pair is a capacitor with a field only between its plates. There the layer lowers the edge by $\sigma/K$ per unit length. Beyond $x'$ the lowering stays at $\sigma x'/K$. At depth $x$ it is therefore $\sigma\min(x,x')/K$.

At the plane $x=d$, three groups of charge act. The sheet lowers the edge by $N_s d/K$. A charge in the cap acts with its own depth $x'$. Every charge beyond the sheet acts with the same lever arm $d$. Let

$$Q=\int_{d^+}^{\infty}(N_D-n)\,dx$$

be the net positive charge number per area on the far side. The total lowering must equal $\phi$:

$$K\phi=N_s d+\int_0^d x(N_D-n)\,dx+Q d. \tag{8}$$

The integral is again $N_Dd^2/2-Sd$, so

$$N_s=\frac{K\phi}{d}-\frac{N_D d}{2}-Q+S. \tag{9}$$

Positive charge beyond the sheet replaces donors in the sheet one for one. A donor in the cap is worth only the fraction $x/d$ of a sheet donor, hence the factor one half for a uniform cap.

**Balancing forces.** To find $Q$, consider all charge beyond the sheet as one slab. Its own charge produces the slopes $-Q/2K$ at its left face and $+Q/2K$ at its right face. The right face lies in field-free bulk, so charges outside the slab must supply a uniform slope $-Q/2K$ that cancels the second of these. The slope at the left face is then

$$u'(d^+)=-\frac QK, \tag{10}$$

which turns (9) into (3).

The internal forces of the slab cancel in pairs. A positive charge has energy $-u$ and feels the force $+u'$, so the total electric force per area on the slab is $Q$ times the external slope, $-Q^2/2K$.

The same force can be counted by species. The donors feel

$$N_D\int_{d}^{\infty}u'\,dx=N_D u_b .$$

The electrons are at rest as a fluid, so the electric force on them balances the pressures on the two faces. The pressure of an isotropic gas with a parabolic band is two thirds of its kinetic energy density. That energy density is

$$\frac{N_c kT}{\Gamma(3/2)}\int_0^\infty\frac{t^{3/2}dt}{1+e^{t-\eta}}=\frac32N_ckT\,F_{3/2}(\eta),\qquad \eta=-\frac{u}{kT},$$

because $\Gamma(5/2)/\Gamma(3/2)=3/2$. The pressure is therefore the function $P(u)$ defined earlier. It pushes right with $P(0)$ at the sheet and left with $P(u_b)$ in the bulk, so the electric force on the electrons is $P(u_b)-P(0)$. Adding the donors,

$$-\frac{Q^2}{2K}=N_D u_b+P(u_b)-P(0). \tag{11}$$

With (10) this is (4). If $u_b<0$, the far side holds fewer electrons than donors, so $Q>0$ and the sheet may be weaker. If $u_b>0$, electrons accumulate there and the sheet must be stronger.

## What each derivation assumes

Both use planar averages, a uniform permittivity and a field-free bulk. Neither needs a local electron gas for equation (3): $n(x)$ may come from any theory. They differ in how they reach the far-side slope.

The first derivation turns an integral over $x$ into one over $u$. This requires $n$ to be a function of the local $u$ everywhere beyond the sheet.

The second needs only a balance of momentum and the stress on two planes. It survives when electrons are treated as waves in the mean potential $u$. For a real stationary state $\psi$ with energy $E$ of motion along $x$, define

$$\Pi=\frac{\hbar^2}{2m}\psi'^2+(E-u)\psi^2 .$$

Differentiate, and use $\hbar^2\psi''/2m=-(E-u)\psi$:

$$\Pi'=-2(E-u)\psi\psi'-u'\psi^2+2(E-u)\psi\psi'=-u'\psi^2 .$$

This is the force balance again, state by state. Equation (11) then holds with $P(0)$ replaced by the sum of $\Pi$ over occupied states at the sheet. That stress need not equal the local value $P(0)$, because near a steep barrier the density of the waves is no longer a function of the local $u$.

## Limits

**The capacitor estimate.** If the cap is undoped, its electrons are negligible and the far side is flat at $u_b=0$, then $N_s=K\phi/d$. The sheet and the metal form a capacitor that carries the whole drop $\phi$.

**Weakly doped bulk.** Call the right side of (4) $W$. Since $dP(u_b)/dN_D=-N_D\,du_b/dN_D$,

$$\frac{dW}{dN_D}=N_D\frac{du_b}{dN_D}-u_b-N_D\frac{du_b}{dN_D}=-u_b .$$

For nondegenerate bulk, $W$ thus grows as the doping falls. As $N_D\to0$, both $P(u_b)$ and $N_Du_b$ vanish, since $u_b$ grows only logarithmically. Hence $W\to P(0)$, and for nondegenerate bulk with $u_b>0$ the positive far-side term stays below $\sqrt{2KP(0)}$ at a given temperature. For $u_b<0$ the term is negative, and its size can exceed this value.

**Deep sheets.** In degenerate bulk the edge crosses the Fermi level even with no sheet. In the cap, the first integral measured from the crossing plane is

$$\frac K2\left[u'^2-u'(d^+)^2\right]=N_Du-P(0)+P(u).$$

Without a sheet the slope is continuous, so the crossing depth is

$$d_c=\int_0^{\phi}\frac{du}{\sqrt{u'(d^+)^2+(2/K)\left[N_Du-P(0)+P(u)\right]}} . \tag{12}$$

For $d>d_c$ no added donors are needed. Approximation (7) fails near $d_c$, where the cap is no longer steep at the crossing.

## A contact with a sheet at 5 nm

Take $\phi=0.8$ eV, $d=5$ nm, $N_D=10^{18}$ cm$^{-3}=10^{-3}$ nm$^{-3}$ and $T=300$ K. With a relative permittivity of 12.9, $K=0.7129$ /(eV nm). The effective mass of 0.067 electron masses gives $N_c=4.35\times10^{17}$ cm$^{-3}$, and neutrality gives $u_b=-0.042$ eV. The bulk is degenerate.

The capacitor term is

$$\frac{K\phi}{d}=\frac{0.7129\times0.8}{5}=0.1141\ \text{nm}^{-2}=1.141\times10^{13}\ \text{cm}^{-2}.$$

The cap donors contribute $-10^{-3}\times5/2=-0.0025$ nm$^{-2}$. Equation (4) gives $u'(d^+)=-0.00664$ eV/nm, so the far side contributes $0.7129\times(-0.00664)=-0.0047$ nm$^{-2}$. The spill adds 0.00006 nm$^{-2}$. Altogether

$$N_s=0.1141-0.0025-0.0047+0.0001=0.107\ \text{nm}^{-2}=1.07\times10^{13}\ \text{cm}^{-2}.$$

The capacitor estimate is 7% above this value.

As a test, equation (1) was solved on a grid and $N_s$ varied until $u(d)=0$. This was done for the present case, for 0.7 eV, 3 nm, $10^{17}$ cm$^{-3}$ and 400 K, and for 0.9 eV, 8 nm, $2\times10^{18}$ cm$^{-3}$ and 200 K. The largest deviation of (3), with (4) and (7), was $2.3\times10^{-5}$ of the required density. This confirms the solution of the model, not the model's accuracy for a device.

With the other inputs held fixed:

- A sheet at 3 nm needs $1.84\times10^{13}$ cm$^{-2}$, and one at 8 nm needs $6.3\times10^{12}$ cm$^{-2}$.
- A barrier higher by 0.1 eV needs $1.21\times10^{13}$ cm$^{-2}$, an increase of 13%.
- Bulk and cap doping of $10^{17}$ cm$^{-3}$ needs $1.16\times10^{13}$ cm$^{-2}$, more than the capacitor estimate: here $u_b>0$, and the positive far-side term outweighs the cap donors.
- Temperatures of 77 K and 400 K need $1.05$ and $1.08\times10^{13}$ cm$^{-2}$.

Without a sheet the edge crosses the Fermi level at 30 nm.

Half the required density leaves the edge 0.27 eV above the Fermi level at the sheet. By (8), removing $N_s/2$ with all other charge fixed would raise it by $0.0534\times5/0.7129=0.37$ eV. The difference comes from the electrons, the only other charge in the semiconductor that is free to change: they withdraw and uncover bulk donors. With 1.5 times the required density the edge lies 0.18 eV below the Fermi level, and an electron well forms.

## The real contact

The barrier, mass and permittivity are rough typical values for metals on n-type gallium arsenide. Active donor sheets of about $10^{13}$ cm$^{-2}$ are attainable, again as a rough figure, so the 5 nm design lies near the practical range and the 3 nm design is more demanding. Real sheets are random and have a finite width, and real electrons are waves. Electrons also interact through exchange and correlation, which the model leaves out and which are not estimated here. The following estimates give the rough size of the other effects for the 5 nm contact.

**Width.** Spread the donors uniformly over a width $w$ centred at $d$, with the electrons held fixed. The mean lever arm at $x=d$ becomes

$$\frac1w\left[\frac{dw}{2}+\int_{d-w/2}^{d}x'\,dx'\right]=d-\frac w8 ,$$

so the edge at the centre rises by $N_sw/8K$. For $w=2$ nm this is 37.5 meV; the grid solution, with electrons free to respond, gives 36.9 meV. Raising $N_s$ to remove 37 meV would take roughly $K\times0.037/d=0.005$ nm$^{-2}$, or 5%, if the other charge stayed fixed. Electrons beyond the sheet respond to the added donors and offset part of their effect, so the model actually needs about 10% more.

**Randomness.** Donors at random positions make the edge uneven along the plane. Take a point at a distance $a=3.3$ nm behind the sheet, the thickness of bulk gas that a hard wall would empty (see the next estimate), and omit screening by electrons. A donor at lateral distance $r$, together with its image in the metal, lowers the edge there by

$$v(r)=\frac{1}{4\pi K}\left[\frac{1}{\sqrt{r^2+a^2}}-\frac{1}{\sqrt{r^2+b^2}}\right],\qquad b=2d+a .$$

For independent donor positions the variance is

$$N_s\int_0^\infty v^2\,2\pi r\,dr=\frac{N_s}{8\pi K^2}\ln\frac{(a+b)^2}{4ab} .$$

Without screening the rms variation is about 60 meV, both by this formula and by random sampling. Linear screening by the electrons of the local model lowers it to about 40 meV. These figures count only the sheet donors and depend on the distance chosen. With screening the variation grows to about 60 meV at 2 nm and about 85 meV at 1 nm behind the sheet. The random donors of the cap and bulk raise the value at 3.3 nm to about 47 meV. The condition $u(d)=0$ can therefore describe only the planar average, not each point. Because $n$ is not linear in $u$, the variations also shift that average somewhat, which the model leaves out.

**Waves.** Between two hard walls a distance $L$ apart the wave numbers are $\pi j/L$ with $j\geq1$. The sum over them falls short of the integral by half the term at $j=0$, which is a quarter of that term for each wall. A hard wall at the sheet would therefore exclude $(mkT/4\pi\hbar^2)\ln(1+e^{-u_b/kT})=3.3\times10^{11}$ electrons per cm$^2$ from gas at the bulk density, 3% of $N_s$. This overstates the error in $N_s$, because the real sheet is not a hard wall and the charge around it rearranges. With the electrons treated as waves in the self-consistent mean potential, the required $N_s$ is only about 0.5% lower than in the local model.

**Ionisation.** The mean donor spacing in the sheet is 3.1 nm and the donor Bohr radius is 10.2 nm. The donor orbits overlap strongly, so an isolated bound level is a poor description. This supports the assumption of full ionisation without proving it.

**Field.** The field at the metal is 1.64 MV/cm, about four times a rough bulk breakdown field of 0.4 MV/cm. The whole drop across the cap is 0.8 eV, however, less than the gap of about 1.42 eV. At small bias an electron crossing the cap cannot gain enough energy from it to create an electron-hole pair.

**Tunnelling.** Meeting the condition does not by itself make a good contact, because electrons must still tunnel through the cap. For a triangular barrier and an electron at the Fermi level, the semiclassical exponent is

$$2\int_0^d\sqrt{\frac{2m\phi}{\hbar^2}\left(1-\frac xd\right)}\,dx=\frac{4d}{3}\sqrt{\frac{2m\phi}{\hbar^2}}=7.9 .$$

The transmission is about $4\times10^{-4}$. The barrier is 0.56 of the gap, so a parabolic band is doubtful inside it. Replacing $u$ by $u(1-u/E_g)$ under the root, a two-band form with gap $E_g$, lowers the exponent to 6.4 and raises the transmission to about $2\times10^{-3}$. The image force, left out of both figures, lowers the barrier top by about 0.14 eV but shifts the edge at the sheet by only 6 meV.

In the triangular model the exponent is proportional to $d$, while the leading term of $N_s$ is proportional to $1/d$. At fixed barrier, a shallower sheet therefore eases tunnelling at the price of more active donors. The numerical output below lists most of the values used here.

## Computed results

```
Barrier phi: 0.8 eV
Sheet depth d: 5 nm
Uniform doping N_D: 1e+18 cm^-3
Temperature: 300 K
Relative permittivity (rough): 12.9
Effective mass (rough): 0.067 m_e
K: 0.7129 1/(eV nm)
kT: 0.02585 eV
Band density N_c: 4.352e+17 cm^-3
Bulk edge u_b: -0.04188 eV
Far-side slope u'(d+): -0.006637 eV/nm
Simple term K phi/d: 1.141e+13 cm^-2
Cap donor term: -2.5e+11 cm^-2
Far-side term: -4.731e+11 cm^-2
Spill term S: 6.235e+09 cm^-2
Required N_s, formula: 1.069e+13 cm^-2
Required N_s, Poisson solver: 1.0689e+13 cm^-2
Largest relative deviation, 3 cases: 2.3e-05
Simple term / required N_s: 1.067
N_s at d = 3 nm: 1.839e+13 cm^-2
N_s at d = 8 nm: 6.266e+12 cm^-2
N_s at phi + 0.1 eV: 1.211e+13 cm^-2
N_s at 77 K, same phi: 1.049e+13 cm^-2
N_s at 400 K, same phi: 1.082e+13 cm^-2
N_s at N_D = 1e17 cm^-3: 1.161e+13 cm^-2
Edge at sheet for 0.5 N_s: 0.269 eV
Edge at sheet for 1.5 N_s: -0.179 eV
Crossing depth without sheet: 30.21 nm
Field at metal: 1.64 MV/cm
Bulk breakdown field (rough): 0.4 MV/cm
Band gap (rough): 1.42 eV
Barrier / gap: 0.56
WKB exponent, parabolic: 7.87
WKB exponent, triangle formula: 7.91
WKB transmission, parabolic: 3.8e-04
WKB exponent, two-band: 6.37
WKB transmission, two-band: 1.7e-03
Image lowering of barrier top: 0.14 eV
Image shift at sheet: 5.6 meV
Hard-wall missing electrons: 3.3e+11 cm^-2
Missing electrons / N_s: 0.03
Hard-wall dead layer: 3.3 nm
Random-donor rms, formula: 62 meV
Random-donor rms, sampled: 61 meV
Donor spread width: 2 nm
Edge at centre of spread sheet: 36.9 meV
Spread formula N_s w/(8K): 37.5 meV
Mean donor spacing N_s^(-1/2): 3.1 nm
Donor Bohr radius: 10.2 nm
```
